\section*{Grain Coarsening and the Quarter-Power Law of Silicide Growth}

\section*{From boundaries to a growth rate}

\noindent\textit{Q.} A silicide layer between a metal film and silicon grows as $t^{1/2}$ because the diffusion path lengthens. Why should the size of its grains enter at all?

\noindent\textit{A.} Because the metal may reach the silicon mainly along grain boundaries, and larger grains leave fewer of them. Take columnar grains whose boundaries run straight through the layer. Let $d$ be the grain width between opposite sides and $\delta$ the boundary width.

For a square or a regular hexagonal column, half of each boundary belongs to the grain on either side. Removing this strip of width $\delta/2$ leaves a similar polygon of width $d-\delta$. Areas scale as the square of the width, so the boundary area fraction is
\begin{equation}
f=1-\left(1-\frac{\delta}{d}\right)^2
=\frac{2\delta}{d}-\frac{\delta^2}{d^2}
\simeq\frac{2\delta}{d},\qquad \delta\ll d .
\label{eq:fraction}
\end{equation}
Other grain shapes that keep their form while coarsening can change the factor 2, but not the dependence $1/d$.

\noindent\textit{Q.} An area fraction is not yet a flux. What drives the metal?

\noindent\textit{A.} Its chemical potential $\mu$ falls from the metal side, $x=0$, to the silicon side, $x=L$. Let $\Delta\mu=\mu(0)-\mu(L)>0$ be the drop per metal atom, held fixed by local equilibrium at the two interfaces. Let $C$ be the number of metal atoms per volume of silicide, nearly uniform in a compound of narrow composition range. With boundary diffusivity $D_b$, and taking the same metal concentration $C$ inside the boundaries, the Nernst--Einstein relation gives the flux per total layer area,
\begin{equation}
J=-\frac{2\delta}{d}\,\frac{C D_b}{k_BT}\,\frac{d\mu}{dx}.
\end{equation}
The minus sign makes $J$ positive, since $\mu$ decreases with $x$. If little metal is stored on the way, $J$ is the same at every depth. Integration from $0$ to $L$, with $d$ uniform in depth, gives
\begin{equation}
J L=\frac{2\delta}{d}\,\frac{C D_b\,\Delta\mu}{k_BT}.
\end{equation}
If the diffusivity varies with $\mu$, $D_b$ here denotes its average over the interval $\Delta\mu$.

Suppose that only metal atoms move. New silicide then forms at the silicon side, and each arriving atom adds a volume $1/C$. Hence $dL/dt=J/C$, or
\begin{equation}
L\frac{dL}{dt}=\frac{A}{d},\qquad
A=\frac{2\delta D_b\,\Delta\mu}{k_BT}.
\label{eq:rate}
\end{equation}
This holds at constant temperature, with metal still available, and with transport through the layer rather than the interface reaction setting the rate. It also supposes that metal leaving the boundaries spreads easily along the silicon interface, so that the layer grows evenly between them. Diffusion through the grain interiors is left out for now.

\section*{What coarsening changes}

\noindent\textit{Q.} With constant $d$ I recover my square root. Why not simply insert a growing $d$ into that result?

\noindent\textit{A.} Because growth accumulates at the rates that held at earlier times. For constant $d$, using $L\,dL=d(L^2)/2$ and a starting thickness $L_0$,
\begin{equation}
L^2=L_0^2+\frac{2At}{d}.
\label{eq:fixed}
\end{equation}
For changing $d$ one must integrate $1/d$ over time. Let the grains coarsen at a rate inversely proportional to their size, $dd/dt=k/(2d)$, where $k$ is the grain-growth constant. Then
\begin{equation}
d^2=d_0^2+kt,\qquad 2d\,dd=k\,dt .
\end{equation}
The second relation gives $dt/d=(2/k)\,dd$, so
\begin{equation}
\int_0^t\frac{dt'}{d(t')}=\frac{2}{k}\int_{d_0}^{d}dd'
=\frac{2(d-d_0)}{k}.
\end{equation}
Equation \eqref{eq:rate} states $d(L^2)/dt=2A/d$. Therefore
\begin{equation}
L^2=L_0^2+\frac{4A}{k}(d-d_0).
\label{eq:main}
\end{equation}

\noindent\textit{Q.} I see no power of time in that.

\noindent\textit{A.} There are two limiting powers. Set $L_0=0$ and use $kt=d^2-d_0^2=(d-d_0)(d+d_0)$ to write
\begin{equation}
L^2=\frac{4At}{d+d_0}.
\end{equation}
For $kt\ll d_0^2$ the grains have hardly grown, $d+d_0\simeq2d_0$, and $L^2\simeq2At/d_0$. For $kt\gg d_0^2$, $d+d_0\simeq\sqrt{kt}$, and
\begin{equation}
L^2\simeq4A\sqrt{\frac{t}{k}},\qquad
L\simeq\left(\frac{16A^2t}{k}\right)^{1/4}.
\label{eq:late}
\end{equation}
The path lengthens as before, and the boundary area now shrinks as $t^{-1/2}$. Together they turn $t^{1/2}$ into $t^{1/4}$.

\noindent\textit{Q.} How late is late? An experiment covers perhaps one or two decades of time.

\noindent\textit{A.} The local exponent $n=d\ln L/d\ln t$ answers this. From \eqref{eq:rate}, and then from \eqref{eq:main} with $L_0=0$,
\begin{align}
n&=\frac{t}{L}\frac{dL}{dt}=\frac{At}{dL^2}
=\frac{kt}{4d(d-d_0)}\nonumber\\
&=\frac{(d-d_0)(d+d_0)}{4d(d-d_0)}
=\frac14\left(1+\frac{d_0}{d}\right).
\label{eq:exponent}
\end{align}
It falls smoothly from $1/2$ to $1/4$. The approach is slow: $n$ is still 10\% above $1/4$ when the grains have grown tenfold. An initial thickness $L_0>0$ increases $L^2$ at given $t$ and $d$, so it lowers $n=At/(dL^2)$ below \eqref{eq:exponent} until $L_0^2$ becomes negligible.

\section*{A numerical case}

\noindent\textit{Q.} Put numbers to it.

\noindent\textit{A.} I take round model parameters: $T=570$ K, $\Delta\mu=0.70$ eV, $\delta=0.5$ nm, $D_b=1.5$ nm$^2$/s, $d_0=5$ nm, $k=0.2$ nm$^2$/s and $L_0=0$. Then $k_BT=0.04912$ eV, $\Delta\mu/k_BT=14.25$, and
\begin{equation}
A=2(0.5)(1.5)(14.25)=21.4\ \mathrm{nm^3/s},\qquad
\frac{4A}{k}=427.5\ \mathrm{nm}.
\end{equation}
After 10 h, or 36\,000 s,
\begin{align}
d&=\sqrt{5^2+0.2(36\,000)}=85.0\ \mathrm{nm},\\
L&=\sqrt{427.5(85.0-5.0)}=185\ \mathrm{nm}=0.185\ \mu\mathrm{m}.
\end{align}
The table also gives $L_{\rm fix}$, the thickness if the grains stayed at 5 nm with all other parameters unchanged.

\begin{center}
\begin{tabular}{rrrrr}
$t$ (s) & $d$ (nm) & $L$ (nm) & $L_{\rm fix}$ (nm) & $n$\\
10 & 5.2 & 9.2 & 9.2 & 0.491\\
100 & 6.7 & 27.0 & 29.2 & 0.436\\
3600 & 27.3 & 97.6 & 175 & 0.296\\
36000 & 85.0 & 185 & 555 & 0.265
\end{tabular}
\end{center}

Coarsening cuts the 10 h thickness to one third. The late formula \eqref{eq:late} gives 190 nm, 3\% above \eqref{eq:main}. A straight line on logarithmic axes through the thicknesses at 1 h and 10 h has slope 0.277. That slope is an average over the crossover, not a separate growth law.

\section*{Objections to the simple picture}

\noindent\textit{Q.} You assumed a uniform flux. If the diffusivity falls with time, can metal stored in the layer spoil the quarter power?

\noindent\textit{A.} Not in a layer with uniform composition across each depth and an effective diffusivity $D(t)$ independent of depth. Let $c$ be the excess metal concentration above its silicon-side value, divided by $C$. It equals $w$ at $x=0$ and zero at $x=L$, and obeys
\begin{equation}
\frac{\partial c}{\partial t}=D(t)\frac{\partial^2c}{\partial x^2},\qquad
\frac{dL}{dt}=-D(t)\left.\frac{\partial c}{\partial x}\right|_{L}.
\end{equation}
Define $\tau=\int_0^tD(t')\,dt'$. Dividing both equations by $D$ replaces $t$ by $\tau$ and leaves a diffusivity of one. For $L(0)=0$ the solution is
\begin{equation}
c=w\left[1-\frac{\operatorname{erf}(x/2\sqrt\tau)}{\operatorname{erf}\lambda}\right],
\qquad L=2\lambda\sqrt\tau .
\end{equation}
At the moving interface, $dL/d\tau=\lambda/\sqrt\tau$, while
\begin{equation}
-\left.\frac{\partial c}{\partial x}\right|_L
=\frac{w\,e^{-\lambda^2}}{\sqrt{\pi\tau}\,\operatorname{erf}\lambda}.
\end{equation}
Equating them gives $\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=w$, so $\lambda$ is constant. Since $D\propto1/d$, $\tau\propto d-d_0$, and the exponent \eqref{eq:exponent} is unchanged.

For small $w$, $\operatorname{erf}\lambda\simeq2\lambda/\sqrt\pi$ and $2\lambda^2\simeq w$. This reproduces \eqref{eq:rate} with $wD=A/d$. For an assumed range $w=0.01$, solving for $\lambda$ numerically lowers $L$ by 0.17\% relative to the uniform-flux result. This estimate supposes that the grain interiors equilibrate with their boundaries. Take a lattice diffusivity $D_l=10^{-4}$ nm$^2$/s in the Nernst--Einstein relation. If $\mu$ varies linearly with composition, a composition difference spreads with the much larger diffusivity $D_l\Delta\mu/(wk_BT)=0.14$ nm$^2$/s, because a small change in composition changes $\mu$ strongly. In 10 h it reaches about 70 nm, more than half the grain width, so in the example the interiors nearly follow their boundaries from about 100 s on, except close to the silicon side, where the silicide is young. At 10 s the spread is only 1.2 nm, against a half-width of 2.6 nm, and the interiors still lag at all depths. Boundaries that move during coarsening can also exchange metal with the material they sweep through, which is not modelled here.

\noindent\textit{Q.} A more serious point: silicide formed a minute ago cannot contain grains that have coarsened for hours.

\noindent\textit{A.} It can if the new material continues the existing columns, which is what a uniform $d$ assumes. Consider the opposite case: each depth starts with grains of size $d_0$ and coarsens from its own time of formation $t_x$. At any instant the same flux crosses all depths. Taking $D_b$ constant, the slope of $\mu$ is proportional to the local grain size, and integration over depth gives
\begin{equation}
\frac{dL}{dt}=\frac{A}{\int_0^L d(x,t)\,dx},\qquad
d(x,t)^2=d_0^2+k(t-t_x).
\label{eq:age}
\end{equation}
At late times try $L\propto t^{1/4}$. The material at $x=uL$ formed at $t_x=u^4t$, so $d\simeq\sqrt{kt}\sqrt{1-u^4}$ and
\begin{equation}
\int_0^Ld\,dx=L\sqrt{kt}\,I,\qquad
I=\int_0^1\sqrt{1-u^4}\,du=0.874 .
\end{equation}
Thus $L\,dL/dt=A/(I\sqrt{kt})$, which integrates to $L^2=4A\sqrt{t/k}/I$. The trial power is consistent. The thickness is larger by the factor $I^{-1/2}=1.070$, because the youngest material offers more boundaries.

For the example I integrated \eqref{eq:age} in small thickness steps, recording the formation time of every depth. At 10 h this gives 199 nm, 7.7\% above the uniform-grain value.

\noindent\textit{Q.} Do grains really keep growing as $t^{1/2}$?

\noindent\textit{A.} That is an assumption, and it becomes doubtful when the grains are as wide as the layer is thick, since the surfaces may then hold the boundaries. From \eqref{eq:late}, $L^2\simeq(4A/k)d$, so $d<L$ requires roughly $d<4A/k$. The useful window for the quarter power is
\begin{equation}
d_0\ll d\ll\frac{4A}{k}.
\end{equation}
With transport alone setting the rate, the grains in the example are wider than the layer only during the first 3 s, when they have hardly grown, and $d/L=0.46$ at 10 h. If coarsening continued, the two lengths would meet at 422 nm after $8.9\times10^5$ s.

Suppose instead that the grains stop at size $d_s$ at time $t_s$, when the thickness is $L_s$. Equation \eqref{eq:fixed}, started from that moment, gives
\begin{equation}
L^2=L_s^2+\frac{2A(t-t_s)}{d_s},
\end{equation}
and the square-root law gradually returns. With $d_s=50$ nm, reached at 12\,375 s, the 10 h thickness is 199 nm, 7.4\% above the value for continued coarsening. The local exponent has already risen to 0.39.

A third possibility is that grain size stays equal to thickness. Then $L^2dL/dt=A$, so $L^3=L_0^3+3At$ and the late power is $1/3$. The quarter power therefore belongs to the stated coarsening law, not to grain-boundary diffusion in general.

\noindent\textit{Q.} And if the boundaries become so sparse that the grain interiors matter?

\noindent\textit{A.} The interiors conduct in parallel. With lattice diffusivity $D_l$ and $f\ll1$, they add $D_l\Delta\mu/k_BT$ to $A/d$, hence
\begin{equation}
L^2=\frac{4A}{k}(d-d_0)+\frac{2D_l\Delta\mu}{k_BT}\,t .
\end{equation}
The last term grows faster and eventually restores $t^{1/2}$. At late times the terms are equal when $4A\sqrt{t/k}=2D_l\Delta\mu\,t/k_BT$. Inserting $A$ and solving for $t$,
\begin{equation}
t_l=\frac1k\left(\frac{4\delta D_b}{D_l}\right)^2 .
\end{equation}
For an assumed $D_l=10^{-4}$ nm$^2$/s, $t_l=4.5\times10^9$ s, and $L$ at 10 h rises by 0.15\%. With this $D_l$ the grains become as wide as the layer long before $t_l$, so grain-growth stagnation is the nearer limit. With a $D_l$ a hundred times larger the order would be reversed.

\noindent\textit{Q.} What about the beginning, where the layer is thin and diffusion is fast?

\noindent\textit{A.} There the interface reaction matters. Let it consume a part $\Delta\mu_i$ of the drop, with $dL/dt=v\,\Delta\mu_i/k_BT$. Transport uses the remainder,
\begin{equation}
\frac{dL}{dt}=\frac{2\delta D_b}{dL}\,
\frac{\Delta\mu-\Delta\mu_i}{k_BT}.
\end{equation}
Solving each relation for its share of the drop and adding gives
\begin{equation}
\frac{dL}{dt}\left(\frac{dL}{2\delta D_b}+\frac1v\right)
=\frac{\Delta\mu}{k_BT},
\end{equation}
where $dL$ inside the parentheses is the product of grain size and thickness. The reaction is negligible when $L\gg2\delta D_b/(vd)$. For an assumed $v=0.1$ nm/s this length is initially 3 nm, and it shrinks as the grains grow.

Numerical integration with and without the reaction, both from a 0.1 nm layer, shows a thickness reduction of 27\% at 10 s but 0.5\% at 10 h. The early square-root regime is thus strongly disturbed in this example, while the late thickness is hardly affected.

\noindent\textit{Q.} Are two smaller approximations safe: the thin boundary and the linear response to so large a $\Delta\mu$?

\noindent\textit{A.} For the late thickness, yes. At 10 s each changes $L$ by a few per cent, and the second matters more before that. Keeping $-\delta^2/d^2$ in \eqref{eq:fraction} and integrating the rate lowers $L$ by 2.5\% at 10 s and by 0.44\% at 10 h.

For the second, what counts is the drop over one atomic jump of length $a$, $y=a\Delta\mu/(Lk_BT)$. With a uniform gradient and symmetric barriers, forward and backward rates carry factors $e^{y/2}$ and $e^{-y/2}$. Their difference is $2\sinh(y/2)$, against $y$ in linear response. For $a=0.25$ nm and $L=10$ nm, $y=0.356$ and the jump rate rises by 0.53\%. Thinner layers feel more: integrated from a 0.1 nm layer, the correction raises $L$ by about 10\% at 1 s and by 1.7\% at 10 s. At 10 h $y$ is only 0.019. This check covers diffusion through the layer only. The linear law assumed for the interface reaction is cruder, because at early times $\Delta\mu_i$ is several $k_BT$ across a single interface; the early thickness reduction found with it is therefore only a rough indication. If the interface rate also follows the $2\sinh$ form, the reduction at 10 s is 15\% instead of 27\%.

\section*{Beside real silicide films}

\noindent\textit{Q.} Which real films does this resemble?

\noindent\textit{A.} The closest case is that of nickel-rich silicides annealed near 300~$^\circ$C, where nickel is the main moving species. The parameters are round values chosen with such films in mind, not a fit to one. In particular, $k$ is chosen to make the crossover visible, and coarsening from 5 to 85 nm should not be presumed at this temperature. A 10 h anneal and a 185 nm layer are also far from typical contact processing, which uses thin metal films and much shorter anneals. Such processing breaks the assumption of ample metal. If the metal ran out at 27 nm of silicide, the transport-only model would stop after 100 s with $n=0.44$, well before the quarter-power regime, and the thickness would stay at 27 nm instead of reaching 185 nm. In a real film the nickel-rich silicide can then react further with silicon to form NiSi, which the model leaves out.

\noindent\textit{Q.} So would a measured slope near $1/4$ prove your mechanism?

\noindent\textit{A.} No. It would be consistent with it. A stronger comparison measures $d(t)$ as well and plots $L^2$ against $d-d_0$. With uniform grains that follow the coarsening law assumed here, and with transport setting the rate, \eqref{eq:main} predicts a straight line of slope $4A/k$ through both the early and the late regime. An interface reaction bends its early part: with the linear law used above, the local slope is 30\% lower at 10 s, but less than 1\% lower from 1 h on. Straightness alone is not enough, however. In the example, the layer with younger grains, \eqref{eq:age}, also gives a nearly straight line when $d$ is averaged over depth, with a slope 1.3 to 1.5 times larger between 10 s and 10 h. An independent value of $A/k$ or grain sizes resolved in depth would help to tell the two apart.

Numerical values quoted here were computed with a short program.
